Signed Contrast of TM Fringes from Two Beams in Resist

**Problem**

Two mutually coherent plane waves of vacuum wavelength λ = 193 nm pass from an immersion fluid of index 1.44 into a resist of index n = 1.70. They have equal amplitudes and lie at opposite edges of a pupil of NA = 1.35. The substrate is index-matched to the resist, so no wave travels back up.

The x axis runs across the fringes, y along them, and z down into the resist. In the TE case the electric field is along y; in the TM case it lies in the xz plane. The lens gives the two beams the same relative phase in both cases. Fields vary as exp(−iωt), and absorption is weak enough for n to be taken as real.

(a) Find the fringe period and the beam angle θ in the resist.

(b) Let x_b and x_d be the positions of a bright and a neighbouring dark TE fringe. Find the signed contrast of the TM exposure,

C = [I(x_b) − I(x_d)] / [I(x_b) + I(x_d)],

and say what its sign means.

**Hints**

1. Which component of the wave vector is unchanged at a flat interface?
2. The resist responds to absorbed energy. Which field quantity is that proportional to?
3. Write each beam as an amplitude times a unit polarization vector. The interference term contains the scalar product of the two vectors.
4. To fix the sign of the TM vectors, start from a pupil field along x and tilt it with each beam.

**Solution**

*Angle and period.* With k0 = 2π/λ, the transverse wave numbers are ±kx, where kx = k0 NA. The boundary conditions must hold at every x along the interface, so kx is the same in fluid and resist:

1.44 sin θ_fluid = n sin θ = NA.

The fluid index drops out of the resist angle:

sin θ = 1.35/1.70 = 0.7941, θ = 52.57°.

The angle in the fluid is 69.64°, but the exposure takes place in the resist, and θ is the angle that matters there.

The product of one beam with the complex conjugate of the other varies as exp(2i kx x). It repeats when 2kx x grows by 2π, so the period is

Λ = π/kx = λ/(2NA) = 193 nm/(2 × 1.35) = 71.48 nm.

*What is recorded.* The induced current in a nonmagnetic, isotropic resist is J = −iωε0(n² − 1)E. The mean power it takes from the field per unit volume is

½ Re(J*·E) = ½ ωε0 Im(n²) |E|².

If the photochemical exposure is proportional to this power, the image is I ∝ |E|², with all field components included. A small Im(n²) is needed for any exposure at all, but to leading order it can be ignored in the shape of the field. Variation 2 checks this.

*Polarization vectors.* For TE both vectors are ŷ. For TM, start from x̂ in the pupil. The lens tilts the two beams to ±θ_fluid, and refraction at the resist surface reduces the tilt to ±θ. The propagation directions in the resist are then (±sin θ, 0, cos θ). The electric vector stays in the xz plane and perpendicular to its beam, so in the resist it points along x̂ rotated about y by the same angle as the beam:

p₊ = (cos θ, 0, −sin θ), p₋ = (cos θ, 0, +sin θ).

Each is a unit vector perpendicular to its beam: for the upper sign, cos θ sin θ − sin θ cos θ = 0. Both have a positive x component, because both came from the same pupil field. Reversing the sign of one basis vector would also reverse its amplitude and leave the field unchanged.

The interface does not upset this balance. The mirror operation x → −x turns p₊ into −p₋, both for the incident and for the transmitted wave. The minus sign appears on both sides and cancels, so the two beams share one transmission factor. Its value here is 0.6833 for each, and it cancels in the contrast.

*Interference.* Let e₊ and e₋ be the real unit vectors of either case, A the common amplitude in the resist and φ a possible phase between the beams:

E = A [e₊ exp(i kx x + iφ) + e₋ exp(−i kx x)] exp(i kz z).

For real kz the last factor has modulus one. Multiplying E by its conjugate gives two squares and two cross terms:

|E|² = |A|² {1 + 1 + e₊·e₋ [exp(2i kx x + iφ) + exp(−2i kx x − iφ)]}

= 2|A|² [1 + e₊·e₋ cos(2kx x + φ)].

For TE, ŷ·ŷ = 1. The cosine is therefore +1 at x_b and −1 at x_d, and the TE contrast is 1. A phase φ moves the TE and TM patterns together and does not affect C. At the same two positions the TM intensities are proportional to 1 + p₊·p₋ and 1 − p₊·p₋. Their difference divided by their sum is

C = p₊·p₋ = cos²θ − sin²θ = 1 − 2 sin²θ = 1 − 2(NA/n)².

With the numbers inserted,

C = 1 − 2 × 0.63062 = −0.261.

*Meaning of the sign.* The bright TM fringes lie on the dark TE fringes. Relative to its own mean, the TM intensity is 1 − 0.261 = 0.739 at x_b and 1 + 0.261 = 1.261 at x_d. The modulation is weak, and it is reversed.

The two field components show why. With φ = 0, the x components of the beams add and the z components subtract:

|Ex|² = |A|² cos²θ · 4 cos²(kx x) = 2|A|² cos²θ [1 + cos(2kx x)],

|Ez|² = |A|² sin²θ · 4 sin²(kx x) = 2|A|² sin²θ [1 − cos(2kx x)].

Each part alone is fully modulated. The first is in step with the TE fringes and the second is half a period out of step. Their shares of the mean are cos²θ = 0.369 and sin²θ = 0.631, so the z part wins, and the difference 0.369 − 0.631 is again about −0.26.

If TE and TM exposures are added incoherently with equal mean |E|² in the resist, the contrast is the average (1 + cos 2θ)/2 = cos²θ = 0.37. The TM half then works against the TE half instead of merely diluting it.

*Unequal beams.* If the amplitudes are a and b, the mean becomes |a|² + |b|² and the cross term is multiplied by 2|ab| in place of 2|A|². Both the TE and the TM contrast are reduced by the factor 2|ab|/(|a|² + |b|²). Their ratio is still cos 2θ.

**Variation 1: At which NA do the TM fringes vanish?**

Setting C = 0 gives 2(NA/n)² = 1, so

NA = n/√2 = 1.70/√2 = 1.202.

Then θ = 45° and the beams cross at right angles. The vectors p₊ and p₋ are also perpendicular, and there is no interference term in |E|². The field is still not the same everywhere: it points along x at the TE maxima and along z at the TE minima, with equal strength. An isotropic resist that responds to |E|² does not register the difference.

Below this NA the TM fringes are in step with the TE fringes, and for NA much smaller than n their contrast approaches 1. Above it they are reversed. The NA in the formula is the actual position of the beams. A coarser grating whose two beams lie well inside the same pupil can therefore have positive TM contrast.

**Variation 2: Does absorption change the answer, and could the energy flux be used instead of |E|²?**

Take n = 1.70 + 0.03i. The transverse wave number kx stays real, while kz² = k0²(n² − NA²) is complex. The TM pair has the magnetic field

Hy = 2H0 cos(kx x) exp(i kz z).

From ∇×H = −iωε0n²E, with ∇×H = (−∂Hy/∂z, 0, ∂Hy/∂x), follow

Ex = [kz/(ωε0n²)] 2H0 cos(kx x) exp(i kz z),

Ez = −i [kx/(ωε0n²)] 2H0 sin(kx x) exp(i kz z).

Hence, at any fixed depth,

|E|² ∝ |kz|² cos²(kx x) + kx² sin²(kx x)

= ½ [(|kz|² + kx²) + (|kz|² − kx²) cos(2kx x)].

The TE field is proportional to cos(kx x) at fixed depth and keeps contrast 1. The TM contrast is

C = (|kz|² − kx²)/(|kz|² + kx²)

= (|n² − NA²| − NA²)/(|n² − NA²| + NA²).

For real n the denominator is n² and the result returns to 1 − 2(NA/n)². Inserting n = 1.70 + 0.03i and NA = 1.35 gives C = −0.2595, against −0.2612 without absorption. The real-index answer of −0.26 stands.

Now consider the downward energy flux,

Sz = ½ Re(Ex Hy*) = (2|H0|²/ωε0) Re(kz/n²) cos²(kx x) exp(−2z Im kz).

Its contrast is +1, quite unlike that of |E|². The flux tells how much energy passes a level, whereas exposure depends on how much is left behind, which is −∇·S. The lateral flux must be counted as well:

Sx = −½ Re(Ez Hy*) = (|H0|²/ωε0) kx [Im(n²)/|n|⁴] sin(2kx x) exp(−2z Im kz).

Here Re(i/n²) = Im(n²)/|n|⁴ has been used. Just to the right of the TE maximum at x = 0, Sx is positive, and just to the left it is negative. Energy therefore flows sideways from the bright TE fringes to the dark ones.

To add the two contributions, use k0²n² = kz² + kx², which gives

Re(kz/n²) = Re(kz) (|kz|² + kx²)/(k0²|n|⁴), 2 Re(kz) Im(kz) = k0² Im(n²).

With the common factor G = 2|H0|² Im(n²) exp(−2z Im kz)/(ωε0|n|⁴), the derivatives are

−∂Sz/∂z = G (|kz|² + kx²) cos²(kx x),

−∂Sx/∂x = −G kx² cos(2kx x) = −G kx² [cos²(kx x) − sin²(kx x)].

Their sum is

−∇·S = G [|kz|² cos²(kx x) + kx² sin²(kx x)],

which has the same shape as |E|². A numerical divergence of the flux also gives C = −0.2595, as the numerical output shows.

*When the substrate reflects.* The factor exp(i kz z) in Hy is then replaced by a sum F(z) of downward and upward waves. The curl makes Ex proportional to dF/dz and Ez proportional to kx F, so

C(z) = (|dF/dz|² − kx²|F|²)/(|dF/dz|² + kx²|F|²).

In a standing wave the ratio of |dF/dz| to |F| varies with depth, and so does C. A value of −0.26 at every depth therefore requires that no TM wave travels back up. The index-matched substrate assumed in the problem ensures this. So does a lossless substrate met at its Brewster angle, here one of index n tan θ ≈ 2.22. For real n, an image averaged over a whole period of the standing wave has this contrast again, because the mean of |dF/dz|² is then kz² times the mean of |F|².

Values computed for the example and the checks

```
Wavelength in vacuum: 193 nm
NA of both beams: 1.35 (dimensionless)
Fluid index: 1.44 (dimensionless)
Resist index: 1.70 (dimensionless)
sin(theta) in resist: 0.79412 (dimensionless)
sin^2(theta) in resist: 0.63062 (dimensionless)
Angle theta in resist: 52.57 degrees
Angle between beams, 2 theta: 105.14 degrees
Angle in fluid: 69.64 degrees
Fringe period: 71.48 nm
TM interface factor, right beam: 0.6833 (dimensionless)
TM interface factor, left beam: 0.6833 (dimensionless)
Share of E_x in mean TM |E|^2: 0.3694 (dimensionless)
Share of E_z in mean TM |E|^2: 0.6306 (dimensionless)
Contrast of E_x part alone: +1.000 (dimensionless)
Contrast of E_z part alone: -1.000 (dimensionless)
TE contrast: +1.0000 (dimensionless)
TM signed contrast, solved fields: -0.2612 (dimensionless)
TM signed contrast, curl of H: -0.2612 (dimensionless)
TM signed contrast, formula: -0.2612 (dimensionless)
TM |E|^2 / mean at TE maximum: 0.7388 (dimensionless)
TM |E|^2 / mean at TE minimum: 1.2612 (dimensionless)
NA at which TM contrast vanishes: 1.2021 (dimensionless)
TM contrast of vertical energy flux: +1.000 (dimensionless)
Absorbing resist index: 1.70 + 0.03i (dimensionless)
TM contrast, absorbing, formula: -0.2595 (dimensionless)
TM contrast, absorbing, from -div S: -0.2595 (dimensionless)
```
